# Growth Overshoot of Hemispherical Oxide Islands from Random Simultaneous Seeds

## What dimensions already fix

An inert crystal plane, such as the basal plane of graphene or MoS$_2$, offers a growing oxide few places to attach. In atomic layer deposition the oxide then starts at isolated seeds and spreads from them. The model treated here has four assumptions.

- The seeds are points, scattered independently over the plane with mean number $N$ per area (a Poisson distribution).
- All seeds are present at cycle zero, and none appear later.
- Oxide grows on oxide and not on the bare plane.
- Each seed carries a hemisphere of radius $r=gn$ after $n$ cycles, where $g$ is the thickness that a closed, flat film gains per cycle. Where hemispheres overlap, the volume counts once.

Let $h$ be the oxide volume per area of plane, that is, the mean thickness. The shape of the deposit after $n$ cycles is fixed by the seed positions and by $r$, so $h$ depends on $r$ and $N$ alone. The only length that $N$ can supply is proportional to $N^{-1/2}$. With a factor $\pi$ included for later convenience, define

$$x=r\sqrt{\pi N}.$$

Dimensional consistency then requires

$$h=\frac{1}{\sqrt{\pi N}}\,F(x)$$

with some pure function $F$. Treat the cycle number as continuous, which is justified when $r\gg g$. The growth per cycle relative to that of a closed film is

$$R=\frac1g\frac{dh}{dn}=\frac{dh}{dr}=\frac{dF}{dx},$$

because $dr/dn=g$ and $dx/dr=\sqrt{\pi N}$. So $R$ is a function of $x$ only. If it has a maximum, the height of that maximum is a pure number. Seed density and growth rate decide when the maximum comes, not how high it is. What remains is to find $F$, and this can be done in two ways.

## First derivation: counting filled space

Choose a point at height $z$ above the plane, with $0<z<r$. A seed at lateral distance $\rho$ has this point inside its hemisphere if $\rho^2+z^2<r^2$. The point is therefore empty exactly when no seed lies in a disc of radius $\sqrt{r^2-z^2}$ around its foot on the plane. The disc contains on average $\pi N(r^2-z^2)$ seeds, and for a Poisson distribution the probability of finding none is the exponential of minus this mean. The filled fraction at height $z$ is

$$\phi(z)=1-e^{-\pi N(r^2-z^2)}.$$

At $z=0$ this is the covered fraction of the plane, $1-e^{-x^2}$, so the bare fraction is $e^{-x^2}$.

The mean thickness is the integral of the filled fraction over height:

$$h=\int_0^r\phi(z)\,dz=r-e^{-\pi Nr^2}\int_0^r e^{\pi Nz^2}dz.$$

Substitute $t=z\sqrt{\pi N}$, so that $dz=dt/\sqrt{\pi N}$ and the upper limit becomes $x$. With the Dawson function

$$D(x)=e^{-x^2}\int_0^x e^{t^2}dt,$$

the result is

$$h=r-\frac{D(x)}{\sqrt{\pi N}},\qquad F(x)=x-D(x).$$

To differentiate $D$, apply the product rule. The derivative of the prefactor gives $-2xD$. The derivative of the integral gives $e^{-x^2}e^{x^2}=1$. Hence

$$D'(x)=1-2xD(x),$$

and the relative growth per cycle is

$$R(x)=1-D'(x)=2xD(x).$$

## Second derivation: counting exposed surface

The same rate follows from asking where new oxide is laid down. When $r$ increases by $dr$, every exposed piece of oxide surface advances by $dr$ along its normal. The added volume is the exposed area times $dr$. The valleys where two islands meet correct this only at order $dr^2$, because the doubly counted strips have both width and depth of order $dr$. Therefore $dh/dr$ equals the exposed oxide area per area of plane.

Take one hemisphere and the ring of its surface between heights $z$ and $z+dz$. The ring has circumference $2\pi\sqrt{r^2-z^2}$. Its width along the surface is $r\,dz/\sqrt{r^2-z^2}$, since the surface is inclined. The product is

$$dA=2\pi r\,dz,$$

the same at every height.

A point on this ring is exposed if no other hemisphere contains it, that is, if no other seed lies within lateral distance $\sqrt{r^2-z^2}$ of its foot. The seeds are independent, so knowing that one seed sits at a given place does not alter the distribution of the others. The probability of exposure is again $e^{-\pi N(r^2-z^2)}$. Summing over the $N$ hemispheres per area gives

$$R=N\int_0^r2\pi r\,e^{-\pi N(r^2-z^2)}dz
=2\pi Nr\,e^{-x^2}\int_0^r e^{\pi Nz^2}dz.$$

The last integral equals $(\pi N)^{-1/2}\int_0^xe^{t^2}dt$, and $2\pi Nr/\sqrt{\pi N}=2r\sqrt{\pi N}=2x$. So

$$R=2xD(x),$$

as before. Since $2xD=1-D'$ and both $h$ and $D$ vanish at the start, integration over $r$ returns $h=r-D(x)/\sqrt{\pi N}$.

This route shows why an overshoot is possible. A closed flat film exposes one unit of oxide surface per unit of plane. A population of islands leaves part of the plane bare, which lowers the exposed area, but its curved surfaces have more area than the plane beneath them, which raises it. Early on the first effect dominates, and later the second.

## Early and late growth

For small $x$, expand the integral and the prefactor in $D$:

$$D=(1-x^2+\dots)\left(x+\frac{x^3}{3}+\dots\right)=x-\frac{2x^3}{3}+\dots$$

Then $R\approx2x^2=2\pi r^2N$, the full area of $N$ separate hemispheres, and $h\approx\frac23\pi r^3N$, their full volume.

For large $x$, it helps to describe the surface from above. Over any covered point of the plane the top surface belongs to the nearest seed, at distance $d$, and has height $\sqrt{r^2-d^2}$. Its area per projected area is $r/\sqrt{r^2-d^2}$. The probability that the nearest seed is farther away than $d$ is $e^{-\pi Nd^2}$, so $u=\pi Nd^2$ has the probability density $e^{-u}$. Averaging the area factor over the covered part of the plane gives

$$R=\int_0^{x^2}\frac{e^{-u}}{\sqrt{1-u/x^2}}\,du.$$

The substitution $u=x^2-t^2$ turns this into $2xD(x)$, which confirms that it is the same quantity. For large $x$ the weight $e^{-u}$ confines the integral to $u\ll x^2$, up to exponentially small terms. Expand the root as $1+u/(2x^2)+3u^2/(8x^4)+\dots$ and use the averages $\langle u\rangle=1$ and $\langle u^2\rangle=2$:

$$R=1+\frac{1}{2x^2}+\frac{3}{4x^4}+\dots$$

The growth rate therefore approaches the closed-film value from above, and slowly. The bare fraction $e^{-x^2}$ disappears much faster than the excess $1/(2x^2)$. What persists is the relief of a film that is already practically closed: shallow spherical caps with valleys between them.

## One maximum, and its height

Since $R$ starts at zero and approaches 1 from above, it must have a maximum above 1. To show that there is only one, differentiate:

$$R'=2D+2xD'=2D+2x(1-2xD)=2x+(2-4x^2)D.$$

For $0<x^2\le\frac12$ both terms are non-negative and the first is positive, so $R$ rises. For $x^2>\frac12$, take out a positive factor:

$$R'=2(2x^2-1)\,q(x),\qquad q(x)=\frac{x}{2x^2-1}-D(x).$$

The sign of $R'$ is the sign of $q$, and also that of $e^{x^2}q$, whose derivative is $e^{x^2}(q'+2xq)$. The two pieces are

$$q'=-\frac{2x^2+1}{(2x^2-1)^2}-1+2xD,\qquad
2xq=\frac{2x^2}{2x^2-1}-2xD.$$

In the sum the Dawson function cancels. The terms $2x^2/(2x^2-1)-1$ combine to $1/(2x^2-1)=(2x^2-1)/(2x^2-1)^2$, so that

$$\frac{d}{dx}\left(e^{x^2}q\right)=e^{x^2}\,\frac{(2x^2-1)-(2x^2+1)}{(2x^2-1)^2}=-\frac{2e^{x^2}}{(2x^2-1)^2}<0.$$

The function $e^{x^2}q$ starts at $+\infty$ just above $x=1/\sqrt2$ and falls throughout. Its slope becomes ever more negative at large $x$, so it goes to $-\infty$. It vanishes once, and $R$ has exactly one maximum.

At the maximum $D=x/(2x^2-1)$, hence

$$R_{\max}=\frac{2x^2}{2x^2-1}.$$

The condition $q=0$ has to be solved numerically. Its root is $x=1.50198$, where $D=0.42769$. Then $2x^2=4.512$ and

$$R_{\max}=\frac{4.512}{3.512}=1.285.$$

The overshoot is 28.5 percent of the closed-film growth per cycle, whatever the values of $N$ and $g$, provided that the peak radius is much larger than $g$.

Two checks compute the growth rate without the Dawson function. Integrating the filled fraction numerically, differentiating by finite differences and searching for the maximum gives 1.28475, in agreement with the formula. Scattering 62,590 random seeds and measuring the exposed area at the peak radius gives 1.281, which differs from 1.285 by an amount consistent with sampling noise.

## The overshoot repays the early deficit

Because $1-R=D'$, the accumulated shortfall in growth is

$$\int_0^x(1-R)\,dx'=D(x).$$

From $R=2xD\to1$ it follows that $D\to1/(2x)$, which tends to zero. The excess growth after the crossing $R=1$ thus makes up for the whole deficit before it. In terms of thickness,

$$r-h=\frac{D(x)}{\sqrt{\pi N}}\to\frac{1}{2\pi Nr}.$$

The mean thickness never exceeds $r$, even while it grows faster than $r$. It falls behind, and then catches up. The lag is greatest where $D'=0$, which is where $R=1$, at $x=0.924$ with $D=0.541$.

## An example in the regime of alumina on a two-dimensional channel

Take $N=10^{12}\ \mathrm{cm^{-2}}=0.01\ \mathrm{nm^{-2}}$ and $g=0.1$ nm per cycle. The unit of length is

$$\frac{1}{\sqrt{\pi N}}=\frac{1}{\sqrt{0.0314}}\ \mathrm{nm}=5.64\ \mathrm{nm}.$$

The peak lies at $r=1.502\times5.64\ \mathrm{nm}=8.47$ nm, that is, after $8.47/0.1\approx85$ cycles. The growth per cycle there is 0.128 nm. The mean thickness is

$$h=8.47\ \mathrm{nm}-5.64\ \mathrm{nm}\times0.428=6.06\ \mathrm{nm},$$

and the bare fraction is $e^{-2.256}=10.5$ percent. The fastest growth thus occurs while a tenth of the channel is still uncovered.

The rate first reaches the closed-film value at cycle 52, with 43 percent of the plane bare. A growth per cycle equal to $g$ is therefore no evidence of a closed film. At this point the mean thickness lags by its largest amount, $5.64\ \mathrm{nm}\times0.541=3.05$ nm.

After the peak, the bare fraction reaches one millionth at cycle 210, when $R$ is still 1.04. The rate settles to within 1 percent of its final value only near cycle 405. The late-growth formula accounts for this: at cycle 400, $x=40/5.64=7.09$, and $1/(2x^2)=0.010$.

All these cycle numbers scale as $1/(g\sqrt N)$. At fixed $g$, four times the seed density halves them, while the corresponding values of $R$ and of the bare fraction stay the same.

## What each derivation assumes

Both derivations use the Poisson distribution, but at different points. The first needs the chance that a disc around an arbitrary point is empty. The second needs the chance that a disc is empty of other seeds when one seed is known to lie on its edge. For independent seeds the two are equal. For correlated seeds they generally differ, but they remain linked. Widening an empty disc of radius $s$ by $ds$ ends its emptiness when a seed lies in the added ring, so the first chance falls by $2\pi Ns\,ds$ times the second.

They also use different statements about growth. The first needs only the shape of the deposit at each cycle and does not ask where material arrives. This makes it easy to change the shape. Suppose that islands spread sideways $\kappa$ times as fast as they rise, forming half-ellipsoids. The disc radius becomes $\kappa\sqrt{r^2-z^2}$, so $N$ is replaced by $\kappa^2N$ throughout. The peak moves to a smaller $r$ if $\kappa>1$, but its height remains 1.285.

The first route also handles seeds that appear at different times. A seed that lands on ground already covered changes nothing: its hemisphere starts inside an older one and, growing at the same speed, stays inside. Such seeds may be counted without harm. If seeds appear evenly while $r$ grows from 0 to $w$, an island of age $a$, measured as its radius, fills the chosen point when its seed lies within $\sqrt{a^2-z^2}$. The mean number of such seeds replaces $\pi N(r^2-z^2)$ in the exponent:

$$m(z)=\frac{\pi N}{w}\int_{a_0}^{r}(a^2-z^2)\,da,\qquad a_0=\max(z,\,r-w).$$

The second route needs a local law, namely that every exposed surface element advances equally along its normal. In return it gives the rate directly and identifies it with an area. It also helps when the local law changes slightly. Suppose that each cycle adds a fixed volume $g$ per exposed area instead of a fixed radius $g$. On a convex island the new layer spreads over a larger surface, so the radius gains less than $g$. For one hemisphere, equating the added volume to $2\pi r^2g$ gives

$$r_{n+1}^3=r_n^3+3r_n^2g.$$

Starting from $r=g$ after the first cycle, and applying this law for an isolated hemisphere to every island, the peak radius is reached at cycle 90 instead of 85. This delay depends on the starting radius. With $g=0.1$ nm the first hemisphere would hold less than one formula unit of alumina, so the five cycles illustrate the effect and do not predict it for a real film. With these radii the radius gains about $g(1-g/r)$ per cycle, and what overlaps in the valleys is lost, so the largest growth per cycle falls by the fraction $g/r\approx1.2$ percent, from 1.285 to 1.270. If instead the deposit as a whole gains exactly $g$ times its exposed area, the peak stays at 1.285 and its radius is reached at cycle 89. Either way the height of the peak changes little.

## Where the 28 percent changes

Replacing continuous growth by whole cycles hardly matters here: the largest gain, in cycle 85, is 1.2847 times $g$. The arrangement and timing of the seeds matter more. The following cases keep $g$ and the mean seed density fixed.

**Ordered seeds.** On a square lattice of spacing $b=N^{-1/2}=10$ nm, hemispheres do not overlap until $r=b/2$. Up to then $R=2\pi r^2N$, which reaches $\pi/2=1.571$ at contact. Beyond contact each of the four neighbours hides half a spherical cap of height $r-b/2$, with area $\pi r(r-b/2)$. The exposed area per seed becomes

$$2\pi r^2-4\pi r\left(r-\frac b2\right)=2\pi r(b-r),$$

which decreases for $r>b/2$. This form holds until the hidden caps begin to overlap, at $r=b/\sqrt2$, which is also when the last bare point of the plane is covered. From then on $R$ is the average of $r/\sqrt{r^2-d^2}$ over the plane, with $d$ the distance to the nearest seed, and this too falls as $r$ grows. Direct integration over the lattice cell also gives a peak of 1.571. The overshoot is then 57 percent, about twice that of random seeds. On this lattice no oxide surface is hidden before contact, whereas among random seeds some islands lie close together and overlap from early on.

**Uneven seed density.** If the plane is divided into patches much wider than the islands, and half the area has $0.5\times10^{12}$ and half $1.5\times10^{12}\ \mathrm{cm^{-2}}$, a measurement that averages over both finds a peak of 1.206 near cycle 103. Each part still overshoots by 28.5 percent, but at a different time.

**Delayed seeds.** If the seeds appear evenly over the first 40 cycles, and $N$ includes those that land on covered ground, the peak moves to cycle 104, a shift of about half the window. Its height is 1.301, slightly more than for simultaneous seeds. Spreading the seeding in time thus does not soften the overshoot in this case.

The growth per cycle of about 0.1 nm in the example is a typical value for alumina grown from trimethylaluminium and water. The seed density is chosen for illustration. It depends strongly on defects, residues and surface treatment, and may differ from $10^{12}\ \mathrm{cm^{-2}}$ by a large factor, which shifts the cycle numbers of the basic model, with all seeds present at the start, as $N^{-1/2}$. The assumption of uniform random seeding can fail, since defects and step edges can gather seeds in patches or lines. The cases above moved the peak to between 1.21 and 1.57. These are examples and not bounds, and seeding along lines is not among them. The growth law is idealised too: it leaves out precursor that adsorbs on the bare plane and diffuses to the islands, and it lets precursor molecules of finite size reach every part of the narrow valleys. The 28.5 percent belongs to the geometric model, and an overshoot measured on a real film need not have this size or this cause alone. For a gate dielectric the bare fraction matters more than the growth rate: with the example's parameters, a film stopped at the peak has a mean thickness of 6 nm and yet leaves places where a gate metal could touch the channel. The numerical output below lists the values for further cycles.

## Table of computed values

```
seed density: 1.0e+12 cm^-2
closed-film growth per cycle g: 0.10 nm
length 1/sqrt(pi N): 5.642 nm
x at peak: 1.50198 (dimensionless)
Dawson function at peak: 0.42769 (dimensionless)
peak relative growth R: 1.28475 (dimensionless)
overshoot: 28.47 percent
peak R from quadrature and differences: 1.28475 (dimensionless)
peak exposed area per plane area, simulated: 1.281
number of simulated seeds: 62590
peak growth per cycle: 0.1285 nm
island radius at peak: 8.47 nm
cycles to peak: 84.7
mean thickness at peak: 6.06 nm
bare plane fraction at peak: 10.48 percent
x where R first equals 1: 0.92414 (dimensionless)
cycles where R first equals 1: 52.1
bare fraction where R first equals 1: 42.6 percent
maximum of Dawson function: 0.54104 (dimensionless)
greatest lag of mean thickness behind r: 3.05 nm
cycles until R falls to 1.05: 193
cycles until R falls to 1.01: 405
cycles until bare fraction is 1e-6: 210
R at bare fraction 1e-6: 1.0411 (dimensionless)
table: cycle, r (nm), covered (percent), mean thickness (nm), R
  10    1.0     3.09    0.021   0.0615
  25    2.5    17.83    0.303   0.3451
  50    5.0    54.41    1.952   0.9576
  85    8.5    89.67    6.094   1.2847
 120   12.0    98.92   10.437   1.1783
 200   20.0   100.00   19.168   1.0459
 400   40.0   100.00   39.598   1.0103
whole cycles: largest relative growth 1.28472 in cycle 85
delayed seeds: window 40 cycles
delayed seeds: peak R 1.3013 at cycle 104.4
square lattice: pitch 10.0 nm, peak R 1.571
patches: densities 5.0e+11 and 1.5e+12 cm^-2
patches: peak R 1.2056 at cycle 102.7
fixed volume per area: cycles to peak radius 90
g divided by peak radius: 1.18 percent
```
